# Longitudinal stiffness of silicon along [110]

## Problem

For silicon at room temperature, take the cube-axis stiffnesses to be $C_{11}=165.7$, $C_{12}=63.9$ and $C_{44}=79.6$ GPa. Choose new axes

$$\hat x'=\frac{(1,1,0)}{\sqrt2},\qquad \hat y'=\frac{(-1,1,0)}{\sqrt2},\qquad \hat z'=(0,0,1).$$

(a) Find $C'_{11}$, the stress along [110] per unit strain along [110] when every other strain component is zero.

(b) Find the rest of the rotated stiffness matrix. A (110) wafer, whose thickness lies along $x'$, is stretched by 0.1 % through its thickness with its sides held. What are the three normal stresses?

(c) The wafer is 500 µm thick, with a density of roughly 2330 kg/m³. How long does a plane longitudinal pulse take to cross it?

(d) How far do warming, finite strain, heat flow and free electrons move the answer to (a)?

Use linear elasticity and small strains, except where (d) asks for more. The Voigt order is 11, 22, 33, 23, 13, 12. Voigt shear strains are twice the tensor components, so $\varepsilon_6=2\varepsilon_{12}$.

## Hints

1. Stiffness is a fourth-rank tensor: each of its four indices is rotated. For $C'_{11}$ all four use the same vector.
2. List the components $C_{pqrs}$ that survive cubic symmetry, with all their index orders.
3. For the zeros of the rotated matrix, look for reflections that reverse one new axis and leave the tensor unchanged.
4. In a plane longitudinal wave, ask which strain components differ from zero.
5. For (d), write an energy and take its second-order part in the strain.

## Solution

### (a) The longitudinal stiffness

Hooke's law is $\sigma_{ij}=C_{ijkl}\varepsilon_{kl}$, with repeated indices summed. Stress and strain are second-rank tensors, so

$$C'_{ijkl}=R_{ip}R_{jq}R_{kr}R_{ls}C_{pqrs},$$

where the rows of $R$ are the new axes written in the old ones.

A half-turn about a cube axis reverses the other two axes. Invariance under all three half-turns removes every component in which some index occurs an odd number of times. The threefold turns about [111] permute the axes cyclically. Together with $C_{ijkl}=C_{klij}$, which follows from the existence of a strain energy, they make the remaining components of each type equal. What survives is

$$C_{1111}=C_{11},\qquad C_{1122}=C_{12},\qquad C_{1212}=C_{44},$$

together with their permuted partners.

For $C'_{1111}$ all four factors come from $n=(1,1,0)/\sqrt2$. Each index is therefore 1 or 2, and each term has weight $(1/\sqrt2)^4=1/4$. The surviving terms are:

- 1111 and 2222, each giving $C_{11}$;
- 1122 and 2211, each giving $C_{12}$;
- 1212, 1221, 2112 and 2121, each giving $C_{44}$.

Hence

$$C'_{11}=\frac{2C_{11}+2C_{12}+4C_{44}}4=\frac{C_{11}+C_{12}+2C_{44}}2 .$$

For silicon,

$$C'_{11}=\frac{165.7+63.9+159.2}{2}=194.4\ \text{GPa}=1.944\times10^{11}\ \text{N/m}^2 .$$

The energy gives the same result and shows where the shear constant enters. A strain $e$ along $n$ has components $\varepsilon_{ij}=e\,n_in_j$, so $\varepsilon_{11}=\varepsilon_{22}=\varepsilon_{12}=e/2$ and $\varepsilon_6=e$. The energy density is

$$W=\frac{C_{11}}2\left(\frac{e^2}4+\frac{e^2}4\right)+C_{12}\frac{e^2}4+\frac{C_{44}}2e^2
=\frac{e^2}2\,\frac{C_{11}+C_{12}+2C_{44}}2 .$$

Stretching along [110] thus shears the cube axes, and $C_{44}$ resists this.

### (b) The whole matrix and the stresses

Interchanging cube axes 1 and 2 leaves the three-constant tensor unchanged. It also reverses $y'$ while keeping $x'$ and $z'$. Similarly, $(x_1,x_2)\to(-x_2,-x_1)$ reverses $x'$ alone, and $x_3\to-x_3$ reverses $z'$ alone. Every rotated component with an odd number of any index therefore vanishes.

Let $m=(-1,1,0)/\sqrt2$. Then $n_pn_q=1/2$ for all $p,q\in\{1,2\}$, while $m_1^2=m_2^2=1/2$ and $m_1m_2=-1/2$. In $C'_{1122}=n_pn_qm_rm_sC_{pqrs}$ the four shear terms now carry a minus sign:

$$C'_{12}=\frac{C_{11}+C_{12}-2C_{44}}2=35.2\ \text{GPa}.$$

For $C'_{1212}=n_pm_qn_rm_sC_{pqrs}$, the products $n_pm_q$ are $-\tfrac12,\tfrac12,-\tfrac12,\tfrac12$ for $pq=11,12,21,22$. The two $C_{11}$ terms have weight $1/4$ and the two $C_{12}$ terms $-1/4$. The four $C_{44}$ terms have weights $\tfrac14,-\tfrac14,-\tfrac14,\tfrac14$ and cancel. Thus

$$C'_{66}=\frac{C_{11}-C_{12}}2=50.9\ \text{GPa}.$$

The entries involving $z'$ are simpler:

$$C'_{13}=n_pn_qC_{pq33}=\tfrac12(C_{12}+C_{12})=C_{12},$$

$$C'_{55}=n_pn_rC_{p3r3}=(n_1^2+n_2^2)C_{44}=C_{44}.$$

Replacing $n$ by $m$ gives $C'_{23}=C_{12}$, $C'_{44}=C_{44}$ and $C'_{22}=C'_{11}$; in the last, $m_1m_2$ enters squared. The $z'$ axis is unchanged, so $C'_{33}=C_{11}$. In GPa,

$$C'=\begin{pmatrix}
194.4&35.2&63.9&0&0&0\\
35.2&194.4&63.9&0&0&0\\
63.9&63.9&165.7&0&0&0\\
0&0&0&79.6&0&0\\
0&0&0&0&79.6&0\\
0&0&0&0&0&50.9
\end{pmatrix}.$$

With $\varepsilon'_1=10^{-3}$ and all other strains zero, the first column gives

$$(\sigma'_1,\sigma'_2,\sigma'_3)=(194.4,\ 35.2,\ 63.9)\ \text{MPa}.$$

The two side stresses differ because the crystal looks different along $y'$ and $z'$. Both are tensile: they stop the wafer from contracting sideways.

### (c) The pulse

A plane longitudinal wave has displacement $u(x',t)$ along $x'$. Its one strain component is $\partial u/\partial x'$, so neighbouring material holds the sides just as in (a). The first column of $C'$ contains no shear stress, so nothing drives a transverse motion. Newton's law reads

$$\rho\frac{\partial^2u}{\partial t^2}=C'_{11}\frac{\partial^2u}{\partial x'^2},
\qquad v=\sqrt{\frac{C'_{11}}\rho}=\sqrt{\frac{1.944\times10^{11}}{2330}}\ \text{m/s}\approx9.13\ \text{km/s}.$$

The crossing time is $500\ \text{µm}/v\approx55$ ns.

### (d) What the linear, fixed-temperature model omits

**Warming.** With a rough fractional temperature coefficient of $-7\times10^{-5}$ per kelvin, a rise of 100 K changes $C'_{11}$ by about $-1.4$ GPa, or $-0.7$ %. This coefficient describes a crystal that expands freely. If all dimensions are held during the warming, a thermal stress of $-\beta\times100$ K $\approx-76$ MPa appears as well, with $\beta$ as found under heat flow below; that is about 40 % of the stress along $x'$ in (b).

**Finite strain.** Stretch $x'$ by the factor $1+u$ with the sides held. The finite strain is $E=u+u^2/2$, and the energy per original volume is $W=\tfrac12C'_{11}E^2+\tfrac16C'_{111}E^3$. In the cube axes $E_1=E_2=E/2$ and $E_6=E$, so the cubic energy is

$$\frac{C_{111}}6\frac{2E^3}8+\frac{C_{112}}2\frac{2E^3}8+\frac{C_{166}}2E^3,
\qquad C'_{111}=\frac{C_{111}+3C_{112}+12C_{166}}4 .$$

Rough values of $-800$, $-450$ and $-300$ GPa give $C'_{111}\approx-1440$ GPa. The cross-section is fixed, so the stress is

$$\frac{dW}{du}=(1+u)\left(C'_{11}E+\tfrac12C'_{111}E^2\right)
=C'_{11}u+\tfrac12(3C'_{11}+C'_{111})u^2+O(u^3).$$

At $u=10^{-3}$ the second term is about $-0.43$ MPa, which is $-0.22$ % of the linear stress. The slope $d^2W/du^2$, which a small further strain feels, changes twice as much: $(3C'_{11}+C'_{111})u\approx-0.86$ GPa, or $-0.44$ %.

**Heat flow.** Suppose the strain changes too quickly for heat to flow between the strained region and its surroundings. Let $\theta$ be the temperature rise, $c$ the heat capacity per volume and $C_T$ the isothermal stiffness. Then $\sigma=C_Te-\beta\theta$. Since $(\partial s/\partial e)_T=-(\partial\sigma/\partial T)_e=\beta$, constant entropy requires $\beta e+c\theta/T=0$. Substituting $\theta=-T\beta e/c$ gives

$$\sigma=\left(C_T+\frac{T\beta^2}c\right)e .$$

Suppressing a free thermal expansion $\alpha\theta$ along all three axes takes a stress $-\beta\theta$ with $\beta=\alpha(C_{11}+2C_{12})$. Rough values $\alpha=2.6\times10^{-6}$ per kelvin and 710 J/(kg K) give $\beta\approx0.76$ MPa/K. At 300 K the adiabatic stiffness is then about 0.11 GPa above the isothermal one. Constants obtained from sound speeds are adiabatic; if the inputs are of that kind, the isothermal $C'_{11}$ is 194.3 GPa. In a plane wave the adiabatic condition is that heat cannot diffuse across a wavelength within a period. Since the wavelength shrinks as the frequency rises, this holds at low frequencies and fails only at very high ones.

**Free electrons.** Silicon's six conduction valleys lie along the cube axes. To first order, a strain $e$ along [110] shifts four of them by $s=\Xi e/2$ relative to the other two. Second-order shifts of the valleys, which also affect the stiffness, are left out here, so the result only estimates the size of the effect. A shift common to all valleys, linear in $e$, adds no stiffness. For non-degenerate electrons the free energy each is

$$f=-kT\ln\langle e^{-s/kT}\rangle\approx\langle s\rangle-\frac{\langle s^2\rangle-\langle s\rangle^2}{2kT},$$

where the average runs over the valleys and the $e$ inside the brackets is the base of natural logarithms, not the strain. The variance is

$$\frac46\frac{\Xi^2e^2}4-\left(\frac46\frac{\Xi e}2\right)^2=\frac{\Xi^2e^2}{18}.$$

Equating $\tfrac12\delta C\,e^2$ to the electron density $n$ times the quadratic part of $f$ gives $\delta C=-n\Xi^2/(18kT)$. With $\Xi\approx9$ eV and $kT=0.02585$ eV, this is about $-3\times10^{-5}$ GPa at $n=10^{15}$ cm⁻³. At $10^{19}$ cm⁻³, near the limit of the non-degenerate formula, it is about $-0.28$ GPa, which Fermi-Dirac statistics reduce to about $-0.25$ GPa. The omitted second-order shift is not negligible beside this: a two-band estimate for the [001] valleys under shear puts it near $-0.1$ GPa at the same density.

**Reading the result.** Of the four effects, for the values chosen, the 100 K warming is the largest. "About 194 GPa" is therefore a fair statement near room temperature, for small strains and electron densities up to those considered here. The assumption that matters more is that the sides are held: a slender bar breaks it, as the first variation shows.

## Variation 1: a bar with free sides

Pull a slender bar along [110] with stress $\sigma$ and no side stress. In the cube axes $\sigma_{11}=\sigma_{22}=\sigma_{12}=\sigma/2$. By symmetry $\varepsilon_{11}=\varepsilon_{22}$, so

$$\frac\sigma2=(C_{11}+C_{12})\varepsilon_{11}+C_{12}\varepsilon_{33},\qquad
0=2C_{12}\varepsilon_{11}+C_{11}\varepsilon_{33}.$$

The second equation gives $\varepsilon_{33}=-2C_{12}\varepsilon_{11}/C_{11}$. Inserting it in the first, and using $C_{11}^2+C_{11}C_{12}-2C_{12}^2=(C_{11}-C_{12})(C_{11}+2C_{12})$,

$$\varepsilon_{11}=\frac{\sigma C_{11}}{2(C_{11}-C_{12})(C_{11}+2C_{12})},\qquad
\varepsilon_{12}=\frac{\sigma_{12}}{2C_{44}}=\frac{\sigma}{4C_{44}} .$$

The strain along the bar is $n_in_j\varepsilon_{ij}=\varepsilon_{11}+\varepsilon_{12}$. Young's modulus $E_Y$ follows from

$$\frac1{E_Y}=\frac{C_{11}}{2(C_{11}-C_{12})(C_{11}+2C_{12})}+\frac1{4C_{44}},
\qquad E_Y=169.1\ \text{GPa}.$$

This is 13 % below $C'_{11}$. The direction is the same; the bar is softer because its sides may move.

## Variation 2: other directions and a miscut wafer

For any unit vector $n$, the counting of part (a) gives

$$C(n)=C_{11}\sum_in_i^4+(2C_{12}+4C_{44})S,\qquad S=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2 .$$

Squaring $n_1^2+n_2^2+n_3^2=1$ gives $\sum_in_i^4=1-2S$, so

$$C(n)=C_{11}-2AS,\qquad A=C_{11}-C_{12}-2C_{44}=-57.4\ \text{GPa}.$$

If $A=0$, the direction drops out. For silicon, $S=0,\tfrac14,\tfrac13$ gives 165.7, 194.4 and 204.0 GPa along [100], [110] and [111].

Now tilt $n$ from [110] by a small angle $\delta$. Towards [001],

$$S=\tfrac14\cos^4\delta+\sin^2\delta\cos^2\delta\approx\tfrac14+\tfrac12\delta^2,\qquad \delta C\approx-A\delta^2 .$$

Within the (001) plane,

$$S=\tfrac14\cos^22\delta\approx\tfrac14-\delta^2,\qquad \delta C\approx2A\delta^2 .$$

The signs are opposite, so [110] is a saddle of the stiffness. A tilt of 1° changes it by $+0.0175$ GPa or $-0.0350$ GPa respectively. Because the change is quadratic in $\delta$, a small cutting error hardly alters $C(n)$. It does, however, couple the normal strain to a shear stress at first order. With $t$ the direction of tilt, $C_{ijkl}n_in_jn_kt_l=\tfrac14\,dC/d\delta$, which is $-A\delta/2\approx+0.50$ GPa or $A\delta\approx-1.00$ GPa at 1°. The wave of part (c) is then no longer purely longitudinal.

Numerical values quoted here were computed with a short program.
